**Thermal population of the valley triplet of a neutral Sb donor in germanium**

The program tests $P_t = 3e^{-\Delta/kT}/(1+3e^{-\Delta/kT})$, where $\Delta$ is the singlet-triplet splitting, $k$ the Boltzmann constant, $T$ the temperature and $P_t$ the probability that the donor's one electron is in the triplet. For $\Delta = 0.32$ meV and $T = 4.2$ K the output gives 55.34 percent, or about 55 percent at the precision of the data. The program asserts that averaging an arbitrary symmetric matrix over all valley permutations leaves a singlet and a triplet, and that the formula agrees with the thermal density matrix of a four-valley, two-spin Hamiltonian at six temperatures. It also asserts the temperature of equal populations (about 3.4 K), the slopes of $P_t$ with $\Delta$ and $T$, and the second-order law for small $[111]$ strain. The ionized fraction from the charge-neutrality formula is compared with a root search that uses a numerically integrated band density. With rough germanium parameters, higher orbitals, ionization and donor-donor coupling are negligible at a doping of $10^{14}\ \text{cm}^{-3}$. Strain is not: at a compression of $10^{-4}$ along $[111]$ the population above the lowest level falls to about 1 percent.

## Numerical verification

```python
"""Thermal population of the valley triplet of a neutral Sb donor in Ge.

Result under test: P_t = 3 exp(-D/kT) / (1 + 3 exp(-D/kT)),
D = singlet-triplet splitting (singlet lowest), k = Boltzmann constant,
T = temperature, P_t = probability of the whole triplet, given that the
donor holds one electron. Energies are in meV, temperatures in K.
The formula is compared with the thermal density matrix of a four-valley,
two-spin Hamiltonian. Neglected effects are sized with rough parameters.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

K_MEV = const.k / const.e * 1e3
SPLITTING = 0.32
TEMPERATURE = 4.2


def triplet_formula(splitting, temperature):
    weight = 3 * np.exp(-splitting / (K_MEV * temperature))
    return weight / (1 + weight)


def hamiltonian(splitting, valley_shifts=(0, 0, 0, 0)):
    """Equal coupling between all valleys, plus valley shifts, times spin."""
    valley = -splitting / 4 * (np.ones((4, 4)) - np.eye(4))
    return np.kron(valley + np.diag(valley_shifts), np.eye(2))


def triplet_density_matrix(splitting, temperature):
    """One minus the thermal weight of the equal-valley combination."""
    rho = expm(-hamiltonian(splitting) / (K_MEV * temperature))
    rho /= np.trace(rho)
    symmetric = np.kron(np.full((4, 4), 0.25), np.eye(2))
    return 1 - np.trace(symmetric @ rho)


# Symmetry: average an arbitrary matrix over all permutations of the valleys.
rng = np.random.default_rng(3)
raw = rng.normal(size=(4, 4))
raw = raw + raw.T
averaged = sum(raw[np.ix_(p, p)] for p in permutations(range(4))) / 24
levels = np.linalg.eigvalsh(averaged)
gaps = np.diff(levels)
assert np.sum(gaps < 1e-12) == 2 and np.argmax(gaps) in (0, 2)

# Spectrum of the model: a spin pair, then six states higher by the splitting.
spectrum = np.linalg.eigvalsh(hamiltonian(SPLITTING))
assert np.allclose(spectrum[:2], -0.75 * SPLITTING, atol=1e-12)
assert np.allclose(spectrum[2:], 0.25 * SPLITTING, atol=1e-12)

# Population formula against the density matrix.
for temp in (0.5, 1.0, 2.0, 4.2, 10.0, 77.0):
    assert abs(triplet_formula(SPLITTING, temp)
               - triplet_density_matrix(SPLITTING, temp)) < 1e-11

kt = K_MEV * TEMPERATURE
x = SPLITTING / kt
boltzmann = np.exp(-x)
p_t = triplet_formula(SPLITTING, TEMPERATURE)
assert round(100 * p_t) == 55
assert abs(triplet_density_matrix(SPLITTING, 1e5) - 0.75) < 1e-4
assert triplet_density_matrix(SPLITTING, 0.1) < 1e-12

# Temperature of equal singlet and triplet populations.
t_half = SPLITTING / (K_MEV * np.log(3))
t_root = brentq(lambda t: triplet_density_matrix(SPLITTING, t) - 0.5, 1, 10)
assert abs(t_half - t_root) < 1e-8

# Sensitivities against central differences of the density matrix.
slope_d = -p_t * (1 - p_t) / kt
slope_t = p_t * (1 - p_t) * x / TEMPERATURE
h = 1e-4
numeric_d = (triplet_density_matrix(SPLITTING + h, TEMPERATURE)
             - triplet_density_matrix(SPLITTING - h, TEMPERATURE)) / (2 * h)
numeric_t = (triplet_density_matrix(SPLITTING, TEMPERATURE + h)
             - triplet_density_matrix(SPLITTING, TEMPERATURE - h)) / (2 * h)
assert abs(numeric_d / slope_d - 1) < 1e-6
assert abs(numeric_t / slope_t - 1) < 1e-6

# Strain: traceless uniaxial strain along [111], rough shear potential.
XI_U = 16e3
AXES = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / np.sqrt(3)


def above_lowest(strain):
    """Thermal population above the lowest spin pair of the strained donor."""
    along = np.outer(AXES[0], AXES[0])
    tensor = strain * (along - (np.eye(3) - along) / 2)
    shifts = [XI_U * axis @ tensor @ axis for axis in AXES]
    energy = np.linalg.eigvalsh(hamiltonian(SPLITTING, shifts))
    weights = np.exp(-(energy - energy[0]) / kt)
    return weights[2:].sum() / weights.sum()


tiny = 1e-7
shift_ratio = XI_U * tiny / kt
predicted = p_t * (1 - p_t) * shift_ratio**2 * (1 - 4 / x) / 9
even_part = (above_lowest(tiny) + above_lowest(-tiny)) / 2 - p_t
odd_part = (above_lowest(tiny) - above_lowest(-tiny)) / 2
assert abs(even_part / predicted - 1) < 1e-3
# A linear term would make the odd part of order shift_ratio.
assert abs(odd_part) < 1e-3 * shift_ratio

# Assumed spin-orbit splitting of the triplet, its mean energy kept fixed.
SPIN_ORBIT = 0.03
six = (4 * np.exp(-(SPLITTING + SPIN_ORBIT / 3) / kt)
       + 2 * np.exp(-(SPLITTING - 2 * SPIN_ORBIT / 3) / kt))
change_so = six / (2 + six) - p_t
assert abs(change_so) < 1e-3

# Higher orbitals: all n = 2 and n = 3 orbitals put at the lowest gap.
GAP_HIGHER = 5.0
orbitals = 4 * (2**2 + 3**2)
higher_weight = orbitals * np.exp(-GAP_HIGHER / kt)
higher = higher_weight / (1 + 3 * boltzmann + higher_weight)
assert higher < 1e-3

# Ionization without compensation, from charge neutrality.
BINDING = 10.0
DONORS = 1e14
M_LONG, M_TRANS = 1.6, 0.08
mass = (M_LONG * M_TRANS**2) ** (1 / 3) * const.m_e
kt_joule = const.k * TEMPERATURE
n_c = 8 * (mass * kt_joule / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
donor_sum = 2 * (1 + 3 * boltzmann) * np.exp(BINDING / kt)
mass_action = n_c / donor_sum
electrons = 2 * DONORS / (1 + np.sqrt(1 + 4 * DONORS / mass_action))
ionized = electrons / DONORS


def band_electrons(eta):
    """Band density per cm^3 from the density of states; eta = mu/kT."""
    dos = 8 / (4 * np.pi**2) * (2 * mass * kt_joule / const.hbar**2)**1.5
    integral = quad(lambda s: 2 * s**2 / (np.exp(s**2 - eta) + 1),
                    0, 8, epsabs=0, epsrel=1e-10)[0]
    return dos * integral * 1e-6


def neutrality(eta):
    energies = spectrum - spectrum[0] - BINDING
    occupied = np.exp(eta - energies / kt).sum()
    return np.log(band_electrons(eta)) - np.log(DONORS / (1 + occupied))


eta_root = brentq(neutrality, -40, 0, xtol=1e-11)
assert abs(band_electrons(eta_root) / electrons - 1) < 1e-5
assert ionized < 1e-3

# Coupling of donors at their typical spacing, hydrogen-like estimate.
RADIUS = 6.5
spacing = (3 / (4 * np.pi * DONORS))**(1 / 3) * 1e7
coupling = 2 * BINDING * (1 + spacing / RADIUS) * np.exp(-spacing / RADIUS)
assert coupling < 1e-2 * SPLITTING

print(f"splitting D (given): {SPLITTING:.2f} meV")
print(f"temperature T (given): {TEMPERATURE:.1f} K")
print(f"Boltzmann constant: {K_MEV:.6f} meV/K")
print(f"kT: {kt:.4f} meV")
print(f"x = D/kT: {x:.4f} (no unit)")
print(f"exp(-x): {boltzmann:.4f} (no unit)")
print(f"triplet weight 3 exp(-x): {3 * boltzmann:.4f} (no unit)")
print(f"sum of weights: {1 + 3 * boltzmann:.4f} (no unit)")
print(f"triplet population, formula: {100 * p_t:.2f} percent")
direct = triplet_density_matrix(SPLITTING, TEMPERATURE)
print(f"triplet population, density matrix: {100 * direct:.2f} percent")
print(f"singlet population: {100 * (1 - p_t):.2f} percent")
print(f"population of each triplet orbital: {100 * p_t / 3:.2f} percent")
wrong = boltzmann / (1 + boltzmann)
print(f"wrong answer without the factor 3: {100 * wrong:.1f} percent")
print(f"temperature of equal populations: {t_half:.2f} K")
for temp in (1.0, 2.0, 10.0, 77.0):
    value = 100 * triplet_density_matrix(SPLITTING, temp)
    print(f"triplet population at {temp:.0f} K: {value:.1f} percent")
print(f"slope with D: {slope_d:.3f} per meV")
print(f"slope with T: {slope_t:.4f} per K")
print(f"change for D + 0.005 meV: {100 * slope_d * 0.005:.2f} points")
print(f"change for T + 0.1 K: {100 * slope_t * 0.1:.2f} points")
print(f"shear deformation potential (rough): {XI_U / 1e3:.0f} eV")
for strain in (1e-6, -1e-6, 1e-5, -1e-5, 1e-4, -1e-4):
    value = 100 * above_lowest(strain)
    print(f"above lowest level at strain {strain:+.0e}: {value:.2f} percent")
print(f"assumed spin-orbit splitting: {SPIN_ORBIT:.2f} meV")
print(f"change from spin-orbit splitting: {100 * change_so:.3f} points")
print(f"gap to higher orbitals (rough): {GAP_HIGHER:.0f} meV")
print(f"higher orbitals counted: {orbitals}")
print(f"population of higher orbitals, generous: {higher:.1e} (fraction)")
print(f"donor binding energy (rough): {BINDING:.0f} meV")
print(f"donor concentration (chosen): {DONORS:.0e} cm^-3")
print(f"longitudinal mass (rough): {M_LONG:.1f} electron masses")
print(f"transverse mass (rough): {M_TRANS:.2f} electron masses")
print(f"effective density of states at T: {n_c:.2e} cm^-3")
print(f"ionized fraction of donors: {ionized:.1e} (fraction)")
print(f"donor orbit radius (rough): {RADIUS:.1f} nm")
print(f"typical donor spacing: {spacing:.0f} nm")
print(f"coupling at that spacing (rough): {coupling:.1e} meV")
print("done: every assertion held")
```

Output:

```
splitting D (given): 0.32 meV
temperature T (given): 4.2 K
Boltzmann constant: 0.086173 meV/K
kT: 0.3619 meV
x = D/kT: 0.8842 (no unit)
exp(-x): 0.4131 (no unit)
triplet weight 3 exp(-x): 1.2392 (no unit)
sum of weights: 2.2392 (no unit)
triplet population, formula: 55.34 percent
triplet population, density matrix: 55.34 percent
singlet population: 44.66 percent
population of each triplet orbital: 18.45 percent
wrong answer without the factor 3: 29.2 percent
temperature of equal populations: 3.38 K
triplet population at 1 K: 6.8 percent
triplet population at 2 K: 31.9 percent
triplet population at 10 K: 67.4 percent
triplet population at 77 K: 74.1 percent
slope with D: -0.683 per meV
slope with T: 0.0520 per K
change for D + 0.005 meV: -0.34 points
change for T + 0.1 K: 0.52 points
shear deformation potential (rough): 16 eV
above lowest level at strain +1e-06: 55.32 percent
above lowest level at strain -1e-06: 55.32 percent
above lowest level at strain +1e-05: 54.23 percent
above lowest level at strain -1e-05: 52.53 percent
above lowest level at strain +1e-04: 50.22 percent
above lowest level at strain -1e-04: 0.83 percent
assumed spin-orbit splitting: 0.03 meV
change from spin-orbit splitting: 0.019 points
gap to higher orbitals (rough): 5 meV
higher orbitals counted: 52
population of higher orbitals, generous: 2.3e-05 (fraction)
donor binding energy (rough): 10 meV
donor concentration (chosen): 1e+14 cm^-3
longitudinal mass (rough): 1.6 electron masses
transverse mass (rough): 0.08 electron masses
effective density of states at T: 1.68e+16 cm^-3
ionized fraction of donors: 6.1e-06 (fraction)
donor orbit radius (rough): 6.5 nm
typical donor spacing: 134 nm
coupling at that spacing (rough): 5.1e-07 meV
done: every assertion held
```
